\section*{Longitudinal Petermann Factor of a Uniformly Pumped Fabry-Perot Laser}

\section{Definitions and conventions}

A laser cavity occupies $0<z<L$ and supports one transverse mode. Its facets have power reflectivities $R_1$ at $z=0$ and $R_2$ at $z=L$, with amplitudes $r_i=\sqrt{R_i}$. The field is a forward wave $F(z,t)e^{ikz}$ plus a backward wave $B(z,t)e^{-ikz}$, whose envelopes vary little over a wavelength. They are normalized so that $|F|^2$ and $|B|^2$ are photons per unit length.

The modal material gain is $g_m$, the internal loss is $\alpha_i$, and $g=g_m-\alpha_i$ is the net gain. All three are power coefficients, so amplitudes grow at $g/2$. Uniform pumping here means that $g$ and the population inversion are independent of $z$. With group velocity $v$,
\begin{align}
\partial_tF+v\,\partial_zF&=\tfrac{vg}{2}F+\xi_F, \label{F}\\
\partial_tB-v\,\partial_zB&=\tfrac{vg}{2}B+\xi_B, \label{B}\\
F(0)=r_1B(0),&\qquad B(L)=r_2F(L). \label{bc}
\end{align}
The optical frequency is measured from a cavity resonance, where the round-trip phase is a multiple of $2\pi$. Constant reflection phases can then be absorbed into $F$ and $B$, which leaves $r_1,r_2$ real and positive.

The sources $\xi_F,\xi_B$ represent spontaneous emission. They are independent of each other and white in space and time:
\begin{equation}
\langle\xi^*(z,t)\,\xi(z',t')\rangle=R_0\,\delta(z-z')\,\delta(t-t'). \label{noise}
\end{equation}
Correlations are normally ordered, meaning that they count photons. Vacuum entering through the facets or the loss then adds nothing, and thermal photons are neglected.

The longitudinal Petermann factor $K$ is the rate at which spontaneous emission feeds photons into the lasing mode, divided by the rate for a mode belonging to a power-orthogonal set in the same medium. Two simple cases fix the denominator.

\section{Simple cases without facet loss}

\subsection{One pass through an amplifier}

Let $n$ be the photon number in one travelling mode. With upper and lower populations $N_2$ and $N_1$, define $n_{sp}=N_2/(N_2-N_1)$. Emission occurs at the rate $vg_mn_{sp}(n+1)$ and absorption at $vg_m(n_{sp}-1)n$. Their difference is
\begin{equation}
\frac{dn}{dt}=vg_m n+vg_m n_{sp}.
\end{equation}
Dividing by $v$ gives the growth along $z$. Starting from $n=0$ without internal loss, the output is $n_{sp}(G-1)$, where $G=e^{g_mL}$.

The wave equation must agree. Following the forward wave along its path gives
\begin{equation}
F(L,t)=\frac1v\int_0^L e^{g_m(L-z)/2}\,\xi_F\!\left(z,t-\tfrac{L-z}{v}\right)dz .
\end{equation}
The photon flux is $v|F|^2$. Using (\ref{noise}), its spectral density, in photons per second per hertz, is
\begin{equation}
v\,\frac{R_0}{v^2}\int_0^Le^{g_m(L-z)}dz=\frac{R_0}{vg_m}(G-1).
\end{equation}
Equating this to $n_{sp}(G-1)$ yields
\begin{equation}
R_0=n_{sp}\,v\,g_m. \label{R0}
\end{equation}
This is a local property of the inverted medium. Internal loss changes the later growth of the noise but not its source, so (\ref{R0}) also holds when $\alpha_i\ne0$. As $L\to0$ the emitted noise vanishes, as it should.

\subsection{A cavity with perfect mirrors}

Now set $r_1=r_2=1$. Let $g$ be slightly negative, so that internal loss exceeds gain and a steady state exists. The resonant mode has equal, constant amplitudes $F=B=a(t)$. Its amplitude is the average
\begin{equation}
a=\frac1{2L}\int_0^L(F+B)\,dz .
\end{equation}
Integrate the sum of (\ref{F}) and (\ref{B}). The propagation terms give $-v[F-B]_0^L$, which vanishes because $F=B$ at both mirrors. Therefore
\begin{equation}
\dot a=\frac{vg}{2}a+\frac1{2L}\int_0^L(\xi_F+\xi_B)\,dz .
\end{equation}
The two independent sources each contribute $R_0L$ to the squared integral, so the noise strength for $a$ is $2LR_0/(2L)^2=R_0/(2L)$. The mode holds $N=2L|a|^2$ photons, and $\langle N\rangle$ obeys
\begin{equation}
\frac{d\langle N\rangle}{dt}=vg\langle N\rangle+R_0 .
\end{equation}
The spontaneous rate is $R_0$.

The other modes of this cavity are $(e^{i\pi mz/L},e^{-i\pi mz/L})$ with integer $m\neq0$. Their overlap with the constant mode is $2\int_0^L\cos(\pi mz/L)\,dz=0$. This is the orthogonal reference case, $K=1$.

\section{Opening the facets}

\subsection{The mode and its loss of orthogonality}

For partly transmitting facets, seek a source-free solution $(F,B)=(u_F,u_B)e^{-\gamma t/2}$, whose photon number decays at $\gamma$. Substitution gives
\begin{equation}
u_F'=\frac{\kappa}{2}u_F,\qquad u_B'=-\frac{\kappa}{2}u_B,\qquad \kappa=g+\frac{\gamma}{v}.
\end{equation}
Choosing $u_B(0)=1$ and using the left facet condition,
\begin{equation}
u_F=r_1e^{\kappa z/2},\qquad u_B=e^{-\kappa z/2}. \label{mode}
\end{equation}
The right facet requires $e^{-\kappa L/2}=r_2r_1e^{\kappa L/2}$, or
\begin{equation}
r_1r_2e^{\kappa L}=1,\qquad \kappa L=\ln\frac1{r_1r_2}. \label{thr}
\end{equation}
At threshold $\gamma=0$ and $\kappa=g$. Below threshold $g$ is smaller and $\gamma$ is positive, but $\kappa$ is still set by the facets. The profile, and any factor built from it, is the same in both cases.

Equation (\ref{thr}) also has the complex solutions $\kappa_m=\kappa+2\pi im/L$, which are the neighbouring longitudinal modes. The power overlap of the resonant mode with mode $m$ is
\begin{align}
I_m&=\int_0^L\left[r_1^2e^{(\kappa+i\pi m/L)z}+e^{-(\kappa+i\pi m/L)z}\right]dz\notag\\
&=\frac{(1-R_1)+(-1)^m(r_1/r_2)(1-R_2)}{\kappa+i\pi m/L}. \label{overlap}
\end{align}
The second line uses $e^{\kappa L}=1/(r_1r_2)$. For even $m$ both terms in the numerator are non-negative, so the overlap is nonzero whenever a facet transmits. The photon content of a general field is then no longer a sum over separate modes, and the overlap used for perfect mirrors cannot isolate one amplitude.

\subsection{A projection that isolates the mode}

Look for real weights $p(z),q(z)$ such that $X=\int_0^L(pF+qB)\,dz$ obeys an equation of its own. Differentiating and integrating the propagation terms by parts,
\begin{align}
\dot X={}&\int_0^L\left[\left(vp'+\tfrac{vg}{2}p\right)F+\left(-vq'+\tfrac{vg}{2}q\right)B\right]dz\notag\\
&+v\left[-pF+qB\right]_0^L+\int_0^L(p\,\xi_F+q\,\xi_B)\,dz .
\end{align}
By (\ref{bc}), the boundary term is
\begin{equation}
vF(L)\left[r_2q(L)-p(L)\right]+vB(0)\left[r_1p(0)-q(0)\right].
\end{equation}
It vanishes if $p(L)=r_2q(L)$ and $q(0)=r_1p(0)$. Requiring the first integral to equal $-\gamma X/2$ gives $p'=-\kappa p/2$ and $q'=\kappa q/2$. The solution is
\begin{equation}
p=e^{-\kappa z/2}=u_B,\qquad q=r_1e^{\kappa z/2}=u_F ,
\end{equation}
and the condition at $z=L$ is again (\ref{thr}). The weights are the mode with its two directions exchanged. This has a direct meaning: forward emission near $z=0$ is amplified along the whole cavity before it reaches the right facet, so it counts more than forward emission near $z=L$.

No other mode contributes to $X$. Its value for mode $m$ would have to decay both as $e^{-\gamma_mt/2}$ and as $e^{-\gamma t/2}$. Since $\gamma_m\neq\gamma$, that value is zero.

\subsection{The spontaneous rate}

Define
\begin{equation}
W=\int_0^L(u_F^2+u_B^2)\,dz,\qquad D=2\int_0^Lu_Fu_B\,dz .
\end{equation}
For the field $a(u_F,u_B)$ the projection gives $X=aD$, so
\begin{equation}
\dot a=-\frac{\gamma}{2}a+\frac1D\int_0^L(u_B\xi_F+u_F\xi_B)\,dz .
\end{equation}
The noise strength for $a$ is $R_0W/D^2$. The photon number carried by this mode is $N=W|a|^2$, which supplies another factor $W$:
\begin{equation}
\frac{d\langle N\rangle}{dt}=-\gamma\langle N\rangle+KR_0,\qquad
K=\left(\frac WD\right)^2. \label{K}
\end{equation}
For perfect mirrors $W=D=2L$ and $K=1$, as before.

In general $u_F^2+u_B^2\ge2u_Fu_B$ at each point, so $K\ge1$. Equality needs $u_F=u_B$ throughout the cavity. By (\ref{mode}) this requires $\kappa=0$ and $r_1=1$, and then (\ref{thr}) gives $r_2=1$.

In the steady state $\langle N\rangle=KR_0/\gamma$. The amplitude decays at $\gamma/2$, so its spectrum is Lorentzian with full angular-frequency width $\gamma$. Below threshold, then,
\begin{equation}
\gamma=\frac{KR_0}{\langle N\rangle}. \label{width}
\end{equation}
At a given photon number and gain, the line is $K$ times wider than for an orthogonal mode.

\section{Equal facets}

Let $r_1=r_2=r$ and $R=r^2$, so $e^{\kappa L}=1/R$. The two directions store equal energy:
\begin{equation}
W=\frac{R(1/R-1)+(1-R)}{\kappa}=\frac{2(1-R)}{\kappa}.
\end{equation}
The product $u_Fu_B=r$ is constant, so $D=2rL$. With $\kappa L=\ln(1/R)$,
\begin{equation}
K=\left[\frac{1-R}{\sqrt R\,\ln(1/R)}\right]^2=\left(\frac{\sinh a}{a}\right)^2,\qquad a=\ln\frac1r .
\end{equation}
The second form follows from $R=e^{-2a}$. For weak transmission $\sinh a/a\simeq1+a^2/6$, so $K\simeq1+a^2/3$. At $R=0.90$, $a=0.0527$ and the estimate is $1.0009$, equal to the full formula at this precision. At $R=0.30$, near the reflectivity of a cleaved semiconductor facet, $K=1.127$.

\section{Two arbitrary facets}

\subsection{The integral and the result}

The product $u_Fu_B=r_1$ is again constant, so $D=2r_1L$. The other integral is
\begin{align}
W&=\frac{r_1^2(e^{\kappa L}-1)+1-e^{-\kappa L}}{\kappa}\notag\\
&=\frac1\kappa\left[\frac{r_1}{r_2}(1-r_1r_2)+(1-r_1r_2)\right]\notag\\
&=\frac{(1-r_1r_2)(r_1+r_2)}{r_2\,\kappa}.
\end{align}
Dividing by $D$ and inserting $\kappa L=\ln[1/(r_1r_2)]$ gives
\begin{equation}
\boxed{K=\left[\frac{(r_1+r_2)(1-r_1r_2)}{2r_1r_2\ln[1/(r_1r_2)]}\right]^2}. \label{result}
\end{equation}
In power reflectivities,
\begin{equation}
K=\left[\frac{(\sqrt{R_1}+\sqrt{R_2})(1-\sqrt{R_1R_2})}{\sqrt{R_1R_2}\,\ln[1/(R_1R_2)]}\right]^2 .
\end{equation}
The factor of two has been absorbed by $\ln[1/(R_1R_2)]=2\ln[1/(r_1r_2)]$. Internal loss does not appear in $K$: it raises the gain needed, and hence $R_0$, but leaves the profile unchanged.

\subsection{Both reflectivities approach one}

Put $a=\ln(1/r_1)$ and $b=\ln(1/r_2)$. Then
\begin{align}
r_1+r_2&=2e^{-(a+b)/2}\cosh\frac{a-b}{2},\\
1-r_1r_2&=2e^{-(a+b)/2}\sinh\frac{a+b}{2}.
\end{align}
The exponentials cancel the product $r_1r_2=e^{-(a+b)}$ in the denominator, leaving
\begin{equation}
\sqrt K=\cosh\left(\frac{a-b}{2}\right)\frac{\sinh[(a+b)/2]}{(a+b)/2}. \label{hyp}
\end{equation}
When both reflectivities approach one, $a$ and $b$ approach zero, both factors approach one, and $K\to1$ however the two limits are taken. To second order,
\begin{align}
\sqrt K&\simeq1+\frac{(a-b)^2}{8}+\frac{(a+b)^2}{24}
=1+\frac{a^2+b^2-ab}{6},\\
K&\simeq1+\frac{a^2+b^2-ab}{3}.
\end{align}

The two factors in (\ref{hyp}) separate two causes. The second depends on the total facet loss, the first on its unequal division. At fixed $R_1R_2$, equal facets give the smallest $K$, because $\cosh$ is least when $a=b$.

\subsection{One perfect mirror}

For $R_1=1$ we have $a=0$, and (\ref{hyp}) becomes
\begin{equation}
\sqrt K=\frac{2\cosh(b/2)\sinh(b/2)}{b}=\frac{\sinh b}{b}.
\end{equation}
This is the result for two equal facets of reflectivity $R_2$. The perfect mirror can be unfolded, turning the cavity into half of a symmetric cavity of length $2L$. For $R_2=0.05$ both arrangements give $K=2.011$. One perfect mirror is therefore not enough to make $K$ unity.

Let the perfect mirror leak slightly while $R_2$ stays fixed. From (\ref{hyp}),
\begin{equation}
\left.\frac{\partial\ln\sqrt K}{\partial a}\right|_{a=0}
=\frac12\left(\coth\frac b2-\tanh\frac b2\right)-\frac1b
=\frac1{\sinh b}-\frac1b<0 .
\end{equation}
$K$ first falls, because the reduced asymmetry outweighs the added loss.

\section{A 1550 nm edge emitter}

Take $L=400\ \mu$m, $R_1=0.95$, $R_2=0.05$, $\alpha_i=10\ \mathrm{cm^{-1}}$, group index $3.6$ and $n_{sp}=1.5$. Then $r_1=0.9747$, $r_2=0.2236$, $r_1r_2=0.2179$ and $\kappa L=1.5235$. The mirror loss and threshold gain are
\begin{equation}
\kappa=\frac{1.5235}{0.0400\ \mathrm{cm}}=38.09\ \mathrm{cm^{-1}},\qquad
g_m=48.09\ \mathrm{cm^{-1}} .
\end{equation}

With $u_B^2(0)=1$, the forward density grows from $0.950$ to $4.359$, while the backward density falls from $1$ to $0.218$ towards the right facet. The mean of $u_F^2+u_B^2$ is $2.751$, while $2u_Fu_B=1.949$ everywhere. Hence
\begin{equation}
\sqrt K=\frac{2.751}{1.949}=1.411,\qquad K=1.99 .
\end{equation}
Equation (\ref{hyp}) shows where this comes from. With $a=0.0256$ and $b=1.4979$, the asymmetry factor is $\cosh(0.736)=1.283$ and the total-loss factor is $1.100$. Equal facets with the same product $R_1R_2$ would keep only the second, giving $K=1.100^2=1.21$.

The group velocity is $8.328\times10^9\ \mathrm{cm/s}$, so
\begin{align}
R_0&=1.5\,(8.328\times10^9)(48.09)\ \mathrm{s^{-1}}=6.01\times10^{11}\ \mathrm{s^{-1}},\\
KR_0&=1.20\times10^{12}\ \mathrm{s^{-1}} .
\end{align}

The noise spectrum gives $K$ by another route. Divide the cavity into 100 cells, move both waves by one cell per time step, and drive each wave in each cell with independent noise of equal strength. Set the round-trip amplitude gain to $0.999$. Matrix inversion gives the spectrum, and numerical integration over one resonance gives the photon number. This close to threshold, the photon number in that interval is nearly that of the resonant mode, so by (\ref{width}) linewidth times photon number divided by the noise rate should be close to $K$. The result is $1.991$, and $1.127$ for two facets of reflectivity $0.30$. No mode projection enters this calculation.

\section{Where the model gives way}

The parameters are rough typical values for an InP-based edge emitter with one high-reflection and one low-reflection coating. Real devices break the assumption of uniform gain: above threshold, the strong field near the low-reflection facet depletes the carriers there. To size this, let
\begin{equation}
g_m(z)=\frac{3g_{\rm th}}{1+S(z)},\qquad g_{\rm th}=48.09\ \mathrm{cm^{-1}},
\end{equation}
where $S$ is the total photon density in units of its saturation value. The factor 3 represents pumping at three times threshold, if the unsaturated gain is taken as proportional to the pump. Numerical integration along $z$, with the field strength adjusted until round-trip gain balances loss, gives a gain of about $60\ \mathrm{cm^{-1}}$ at the left facet and $34\ \mathrm{cm^{-1}}$ at the right.

For this frozen gain profile, $g$ becomes $g(z)$ in the equations for $u_F,u_B$ and for $p,q$ alike. The weights are therefore still $p=u_B$ and $q=u_F$, and the product $u_Fu_B$ is still constant because the two logarithmic slopes cancel. The field now rises earlier along the cavity, and $K$ increases from $1.99$ to $2.27$. The spontaneous rate, with each point weighted by its own gain and $n_{sp}$ held fixed, rises by only 8\%, because the gain is lower where the field is strongest. Holding $n_{sp}$ fixed gives the low end. In a real gain medium $n_{sp}$ rises where carriers are depleted, so the source varies less than the gain; a uniform source would give the full 14\% rise of $K$. This is an estimate of size, not a full noise theory above threshold.

Three other omissions in the mode calculation are much smaller here:
\begin{itemize}
\item The effect of the rapid factors $e^{\pm ikz}$ can be estimated from $K=(\int|E|^2dz/|\int E^2dz|)^2$ with the complete standing wave $E$. For a phase index of $3.2$ and real, positive facet reflections, numerical quadrature changes $K$ by about one part in $10^7$. Other reflection phases, which coatings can produce, shift the standing wave and can raise the change to a few parts in $10^4$. The formula counts only the electric field in the stored energy and the normalization, so these figures indicate size only.
\item The standing wave also burns a fine carrier grating of wavenumber $2k$. Diffusion over a length $\ell$ leaves only the fraction $1/[1+(2k\ell)^2]$ of it, which is $3.7\times10^{-4}$ for $\ell=2\ \mu$m.
\item At 300 K the thermal occupation of a mode at 1550 nm is $3.7\times10^{-14}$.
\end{itemize}

The linewidth above threshold needs more than $K$. Gain saturation suppresses amplitude noise, and carrier fluctuations couple amplitude to phase. The usual linewidth formula, not derived here, contains the separate factor $1+\alpha_H^2$, where $\alpha_H$ is the linewidth enhancement factor. For an assumed $\alpha_H=3$ it equals 10, larger than the facet effect. Equation (\ref{result}) also needs facet reflections whose amplitude and phase are nearly constant over a longitudinal mode spacing, and gain that fills the cavity; a laser with a long passive silicon section or a narrow-band reflector requires its own mode and projection.
